# Reading defocus from the fringe shift of a two-beam monitor

## Problem

A focus monitor on a 193 nm scanner prints a grating of pitch $p=400$ nm, measured at the wafer. The space between lens and wafer is filled with air. The wafer receives the axial (zero) order and one first order, which leans towards $+x$. Compared with a print at best focus, made with the same lens, mask and resist film, the lines have moved by $\Delta x=10$ nm towards $+x$. How far was the wafer from best focus, and in which direction?

Let $z$ be the displacement of the resist surface from best focus, positive away from the lens. The light travels towards $+z$.

## A tempting solution

The grating sends its first order at an angle $\theta$ given by

$$\sin\theta=\frac{\lambda}{p}=\frac{193}{400}=0.4825,\qquad \theta=28.85^\circ,\qquad \cos\theta=0.8759 .$$

The axial order goes straight down and cannot move anything sideways. The first order travels obliquely, so over a distance $z$ it moves sideways by $z\tan\theta$. Setting this equal to the observed shift gives

$$z=\frac{\Delta x}{\tan\theta}=\frac{10\ \text{nm}}{0.4825/0.8759}=\frac{10\ \text{nm}}{0.551}\approx 18\ \text{nm}.$$

## Where it fails

The angle is right. The fault is the assumption that a fringe rides along the first-order ray. A bright fringe is a place where two waves are in step, and both waves change phase on the way down.

Follow the ray from a bright point at $z=0$ to the point $(z\tan\theta,\,z)$. The path along the ray is $z/\cos\theta$, so with $k=2\pi/\lambda$ the first order gains the phase $kz/\cos\theta$. The axial wave gains $kz$. The two are then out of step by

$$kz\left(\frac{1}{\cos\theta}-1\right),$$

which is not zero for an oblique beam. The end of the ray is therefore no longer at the centre of the bright fringe. The ray construction describes how the edge of a finite beam moves, whereas the monitor measures the position of equal phase.

## The right solution

**The two waves.** With time dependence $e^{-i\omega t}$, a plane wave of direction $(\sin\theta,\cos\theta)$ has the spatial factor $e^{ik(x\sin\theta+z\cos\theta)}$. Let $c_0$ and $c_1$ be the complex amplitudes of the two orders at best focus. The field is

$$E=c_0e^{ikz}+c_1e^{ik(x\sin\theta+z\cos\theta)} .$$

This scalar form holds when the electric field points along the grating lines, so that the two fields are parallel.

**The intensity.** From $|a+b|^2=|a|^2+|b|^2+2\,\mathrm{Re}(a^*b)$,

$$I=|c_0|^2+|c_1|^2+2|c_0||c_1|\cos\!\left[kx\sin\theta-kz(1-\cos\theta)+\varphi\right],$$

where $\varphi=\arg c_1-\arg c_0$. The $z$ term is the first-order phase $kz\cos\theta$ minus the axial phase $kz$. Since $k\sin\theta=(2\pi/\lambda)(\lambda/p)=2\pi/p$, the pattern has period $p$ at every $z$.

**The shift.** A given fringe keeps a fixed value of the cosine's argument. Between best focus and $z$, its position must change by $\Delta x$ such that

$$k\,\Delta x\sin\theta-kz(1-\cos\theta)=0 .$$

Hence

$$\Delta x=z\,\frac{1-\cos\theta}{\sin\theta}.$$

With $1-\cos\theta=2\sin^2(\theta/2)$ and $\sin\theta=2\sin(\theta/2)\cos(\theta/2)$, this becomes

$$\boxed{\Delta x=z\tan\frac{\theta}{2}}$$

The half-angle has a geometric meaning. The wave vectors $\mathbf k_0$ and $\mathbf k_1$ have equal length, so $(\mathbf k_1-\mathbf k_0)\cdot(\mathbf k_1+\mathbf k_0)=k^2-k^2=0$. The relative phase varies along $\mathbf k_1-\mathbf k_0$, so the bright planes run along $\mathbf k_1+\mathbf k_0$, which bisects the two beam directions.

**The number.** The sensitivity is

$$\tan\frac{\theta}{2}=\frac{1-0.8759}{0.4825}=0.2572,$$

or about 0.26 nm of shift per nanometre of defocus. Therefore

$$z=\frac{10\ \text{nm}}{0.2572}=38.9\ \text{nm}.$$

The sign is positive: the wafer was about 39 nm too far from the lens. At the 18 nm of the first attempt, the lines would have moved by only $18\times0.257\approx4.6$ nm.

## Limits of the formula

For small angles, $\tan(\theta/2)\approx\tfrac12\sin\theta=\lambda/(2p)$, so

$$z\approx\frac{2p\,\Delta x}{\lambda}=\frac{2\times400\times10}{193}=41.5\ \text{nm}.$$

This is 6.6 % above the full result. The excess follows from the identity $\tan(\theta/2)=\sin\theta/(1+\cos\theta)$: the ratio of the estimate to the full result is $2/(1+\cos\theta)=2/1.8759=1.066$. The ray argument stays wrong in this limit, because $\tan\theta/\tan(\theta/2)$ tends to 2 and its defocus tends to half the correct value.

A coarser grating has a smaller $\theta$ and a less sensitive reading. There is also an ambiguity: a shift by a whole pitch looks like no shift. For a single illumination direction, the reading repeats every $p/\tan(\theta/2)=1555$ nm of defocus, so the answer assumes that the wafer is already known to lie near best focus.

## Why one first order is removed

Suppose that both first orders arrive with equal real amplitude $c_1$, and that $c_0$ is also real. Write $\psi=kz(1-\cos\theta)$. Adding the two oblique waves gives

$$E=e^{ikz}\left[c_0+2c_1e^{-i\psi}\cos\frac{2\pi x}{p}\right],$$

$$I=c_0^2+4c_1^2\cos^2\frac{2\pi x}{p}+4c_0c_1\cos\psi\cos\frac{2\pi x}{p}.$$

This is even in $x$ for every $z$. Defocus changes the shape of the image but does not push it to one side.

A mask can remove one first order by phase. Let each period, in the coordinate $u=x/p$, transmit 1 for $0<u<\tfrac14$, $i$ for $\tfrac14<u<\tfrac12$, and 0 elsewhere. The factor $i$ is a 90° phase step. The order amplitudes are $c_n=\int_0^1t(u)e^{-2\pi inu}\,du$. Shifting the second quarter onto the first gives

$$c_n=\left(1+i\,e^{-i\pi n/2}\right)A_n,\qquad A_n=\int_0^{1/4}e^{-2\pi inu}\,du .$$

For $n=-1$ the bracket is $1+i\cdot i=0$. For $n=1$ it is $1+i(-i)=2$, and

$$A_1=\frac{1-e^{-i\pi/2}}{2\pi i}=\frac{1+i}{2\pi i},\qquad |c_1|=\frac{\sqrt2}{\pi}=0.450 .$$

For $n=0$, $A_0=\tfrac14$ and $|c_0|=\sqrt2/4=0.354$. With these mask amplitudes and the field along the lines, the fringe contrast is $2|c_0||c_1|/(|c_0|^2+|c_1|^2)=0.97$. With the field across the lines, the interference term in air gains a factor $\cos\theta$ and the contrast falls to 0.85, while the fringe position is unchanged. The second orders have direction sine $2\lambda/p=0.965$, so a lens of numerical aperture $\mathrm{NA}=0.75$ blocks them while passing the first order at 0.4825.

The mirror image of this mask sends its first order towards $-x$, and its lines move by $-10$ nm at the same defocus. If the two gratings are printed side by side, their relative displacement changes by 20 nm. A 10 nm change in that pair reading would therefore mean 19.4 nm of defocus.

## What the resist and the lens add

Light refracts in the resist and reflects from the substrate, yet the sensitivity found in air survives. The film is uniform sideways and moves with the wafer. At depth $d$ it multiplies order $n$ by a factor $F_n(d)$ that does not depend on $z$. The fringe phase becomes

$$\frac{2\pi x}{p}-kz(1-\cos\theta)+\varphi+\arg F_1(d)-\arg F_0(d).$$

The film terms displace the fringe by a fixed amount at each depth. They cancel when two prints on identical films are compared.

An aberration acts similarly. If the lens adds $W$ waves of phase to the first order relative to the axial order, $\varphi$ grows by $2\pi W$ and the fringe moves by $-pW$. For $W=0.01$ this is $-4$ nm, which would be misread as about $-16$ nm of defocus. The best-focus reference removes this offset if the aberration stays the same.

## The model beside a real scanner

The wavelength is that of an ArF scanner, $\mathrm{NA}=0.75$ lies in the range of its dry lenses, and 400 nm is a relaxed pitch for such a lens. Rounding of the wavelength matters little: 193.4 nm in place of 193 nm would change the answer only to 38.8 nm. Other departures matter more:

- **Source size.** A real source is not a point. Take a uniform disc filling 0.2 of the pupil radius, a rather small setting. Averaging the interference term over its directions in air and solving numerically for a 10 nm shift gives 38.3 nm. This weights all directions equally; including the obliquity factor of a 4× reduction lens, which strengthens the more oblique waves, gives 38.0 nm. The cancellation of the film terms is exact only for a single illumination direction. A resist film on silicon weights the source directions unequally, which changes this value by an amount that depends on the film thickness. With the refractive indices given below, the change is about 0.1 nm for a 100 or 150 nm film, 1.1 nm for a 180 nm film and 1.6 nm for a 300 nm film.
- **Mask phase.** For a step of $90^\circ+\delta$, the brackets above become $1-e^{i\delta}$ for $n=-1$ and $1+e^{i\delta}$ for $n=1$. Their amplitude ratio is $\tan(|\delta|/2)$, or 0.026 for a 3° error. I computed the three-order image, took the line centre midway between its crossings of the mean intensity, and solved for a 10 nm shift. The defocus is 41.1 nm for an 87° step and 37.1 nm for a 93° step. The unwanted order also makes the line profile lopsided, so the result depends on the intensity level that defines the edges: between 0.6 and 1.4 times the mean, it runs from 39.0 to 43.1 nm for the 87° step and from 39.2 to 34.9 nm for the 93° step.
- **Film thickness.** Take 150 nm of resist on bare silicon, with the refractive indices set to $1.70+0.03i$ and $0.88+2.78i$ as model inputs for a rough estimate. For an electric field along the grating lines, matching the fields at both interfaces and averaging the interference term over depth gives the fringe position. With the resist surface held at best focus, a 5 nm thickness change between the two prints can imitate 13 nm of defocus. This figure belongs to a reflecting substrate without an antireflective layer, and it depends strongly on the nominal thickness, because the reflected waves interfere in the film. In the same model it is about 2.5 nm for a 100 nm film and about 20 nm for a 180 nm film. It also depends on polarization: with the field across the lines, the figures for 100, 150 and 180 nm are about 5, 9 and 17 nm.
- **Line measurement.** An error of 0.5 nm in line position becomes $0.5/0.2572=1.9$ nm in defocus.

The mask was treated as a thin transmission function, so scattering from its etched walls is left out except as an effective phase error. If the film and aberrations match those of the reference, 39 nm is a sound reading to within about 6 nm. This margin combines the source above, a 3° mask phase error, the stated range of edge levels and a 0.5 nm error in line position. Without that match, the error can exceed 10 nm.
